# Depolarisation by a film of non-uniform thickness: the variance law

## 1. Definitions and conventions

Light of vacuum wavelength $\lambda$ falls from air at angle $\theta$ on an isotropic film of thickness $d$ on a thick substrate. The time factor is $e^{+i\omega t}$, so an absorbing medium has index $n-ik$ with $k>0$. The reflection amplitudes are $r_p$ and $r_s$, with signs chosen so that $r_p=-r_s$ at normal incidence. Define

$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},\qquad R=\tfrac12\left(|r_p|^2+|r_s|^2\right).$$

The Stokes parameters of a field $(E_p,E_s)$ are

$$S_0=|E_p|^2+|E_s|^2,\quad S_1=|E_p|^2-|E_s|^2,\quad S_2-iS_3=2E_pE_s^*.$$

A prime means $d/dd$, a derivative with respect to thickness, taken at the mean thickness $d_0$ unless an argument is shown. The local thickness in the beam spot is $d_0+x$. Angle brackets are averages over the spot weighted by the incident intensity, with

$$\langle x\rangle=0,\qquad \langle x^2\rangle=\sigma^2,\qquad \langle x^3\rangle=\mu_3 .$$

## 2. The Mueller matrix at one thickness

Reflection multiplies $E_p$ by $r_p$ and $E_s$ by $r_s$. Since $|E_p|^2=(S_0+S_1)/2$ and $|E_s|^2=(S_0-S_1)/2$, the reflected intensity is

$$S_0^{\rm out}=RS_0+\tfrac12(|r_p|^2-|r_s|^2)S_1 .$$

From $\tan\Psi=|r_p|/|r_s|$ we have $|r_p|^2=2R\sin^2\Psi$ and $|r_s|^2=2R\cos^2\Psi$, so the last coefficient is $-R\cos2\Psi$. The same substitution in $S_1^{\rm out}$ exchanges the two coefficients. Next,

$$r_pr_s^*=2R\sin\Psi\cos\Psi\,e^{i\Delta}=R\sin2\Psi\,e^{i\Delta},$$

and this factor multiplies $S_2-iS_3$. Separating real and imaginary parts gives

$$M=R\begin{pmatrix}1&-N&0&0\\-N&1&0&0\\0&0&C&S\\0&0&-S&C\end{pmatrix},\qquad
\begin{aligned}N&=\cos2\Psi\\ C&=\sin2\Psi\cos\Delta\\ S&=\sin2\Psi\sin\Delta.\end{aligned}$$

Collect the three numbers in $\mathbf u=(-N,C,S)$. Then $|\mathbf u|^2=\cos^22\Psi+\sin^22\Psi=1$. As the thickness changes, $\mathbf u$ moves on a unit sphere.

## 3. Why Mueller matrices are averaged

Let the thickness vary slowly across the surface, so that each point reflects as a plane film. If the incident beam has profile $a(\mathbf r)$ and uniform polarisation $(e_p,e_s)$, the reflected components are $a\,e^{i\phi}r_pe_p$ and $a\,e^{i\phi}r_se_s$. The phase $\phi(\mathbf r)$ comes from the height of the top surface and is common to both.

Suppose the detector collects all reflected directions, which lie in a cone narrow enough for one pair of $p,s$ axes to serve. By Parseval's theorem, the sum of $E_pE_s^*$ over directions is proportional to its integral over the surface,

$$\int |a|^2\,r_pr_s^*\,e_pe_s^*\,d^2r .$$

The phase $\phi$ has cancelled. The intensities $|E_p|^2$ and $|E_s|^2$ behave in the same way, so the measured matrix is $\langle M\rangle$. Expanding in $x$ and using $\langle x\rangle=0$,

$$\langle M\rangle=M(d_0)+\tfrac12\sigma^2M''(d_0)+O(\mu_3,\langle x^4\rangle).$$

If a coherent beam is used and only one reflected direction is accepted, the amplitudes $a\,e^{i\phi}r_p$ and $a\,e^{i\phi}r_s$ are each integrated first. The result is a single Jones matrix, which does not depolarise. For a coherent beam, full collection is therefore a condition of what follows.

## 4. An exact formula for the loss

Divide $\langle M\rangle$ by its first element $\langle R\rangle$. The averaged matrix keeps its block form, but $\mathbf u$ is replaced by

$$\mathbf P=\frac{\langle R\mathbf u\rangle}{\langle R\rangle},\qquad p=|\mathbf P| .$$

One thickness gives $p=1$. The quantity $1-p^2$ will measure the loss.

Draw two thickness deviations $x$ and $y$ independently from the same distribution. A product of averages is then a double average:

$$\langle R\rangle^2(1-p^2)=\langle R\rangle^2-|\langle R\mathbf u\rangle|^2
=\langle\langle R(x)R(y)[1-\mathbf u(x)\cdot\mathbf u(y)]\rangle\rangle .$$

For unit vectors, $|\mathbf u(x)-\mathbf u(y)|^2=2-2\mathbf u(x)\cdot\mathbf u(y)$. Hence

$$\boxed{\langle R\rangle^2(1-p^2)=\tfrac12\langle\langle R(x)R(y)\,|\mathbf u(x)-\mathbf u(y)|^2\rangle\rangle}$$

The distribution need not be narrow. Loss arises because different parts of the spot produce different points on the sphere.

A spot with two equally likely thicknesses shows the meaning. Only the pairs $(1,2)$ and $(2,1)$ contribute, each with probability $1/4$, and $\langle R\rangle=(R_1+R_2)/2$. Therefore

$$1-p^2=\frac{R_1R_2}{(R_1+R_2)^2}|\mathbf u_1-\mathbf u_2|^2 .$$

The loss reaches one if the reflectances are equal and the two points are opposite. It cannot grow as $\sigma^2$ without limit.

## 5. The narrow distribution

Let $g=|\mathbf u'|^2$, the squared speed of the point on the sphere per unit thickness. A Taylor expansion gives

$$\mathbf u(x)-\mathbf u(y)=(x-y)\left[\mathbf u'+\tfrac12\mathbf u''(x+y)+\cdots\right].$$

Differentiating $g=\mathbf u'\cdot\mathbf u'$ gives $\mathbf u'\cdot\mathbf u''=g'/2$, so

$$|\mathbf u(x)-\mathbf u(y)|^2=(x-y)^2\left[g+\tfrac12g'(x+y)+\cdots\right].$$

Also $R(x)R(y)=R^2+RR'(x+y)+\cdots$. The quantity inside the double average, including its factor $1/2$, is

$$\tfrac12(x-y)^2\left[R^2g+(x+y)\left(RR'g+\tfrac12R^2g'\right)+\cdots\right].$$

The required averages are

$$\langle\langle(x-y)^2\rangle\rangle=2\sigma^2,$$

$$\langle\langle(x-y)^2(x+y)\rangle\rangle=\langle\langle x^3-x^2y-xy^2+y^3\rangle\rangle=2\mu_3 .$$

The mixed terms vanish because $x$ and $y$ are independent with zero mean. Since $\langle R\rangle^2=R^2[1+O(\sigma^2)]$, division changes the result first at fourth order. Thus

$$\boxed{1-p^2=g\sigma^2+\mu_3\left(g\frac{R'}{R}+\frac{g'}2\right)+O(\text{fourth order})}$$

The leading loss is proportional to the variance. The shape of the distribution and the change of reflectance across it do not enter at that order. For a symmetric distribution $\mu_3=0$, and the relative correction is of order $\sigma^2$.

The expansion requires $\mathbf u$ and $R$ to change little over the distribution, and the leading term must not vanish. At normal incidence $\rho=-1$ for every thickness. Then $\mathbf u$ is fixed, and the exact formula gives no loss for any distribution.

## 6. The coefficient from measured angles or amplitudes

Differentiate $\mathbf u$:

$$\mathbf u'=2\Psi'\begin{pmatrix}\sin2\Psi\\\cos2\Psi\cos\Delta\\\cos2\Psi\sin\Delta\end{pmatrix}
+\Delta'\sin2\Psi\begin{pmatrix}0\\-\sin\Delta\\\cos\Delta\end{pmatrix}.$$

The two column vectors have unit length and are perpendicular. Therefore

$$g=4\Psi'^2+\sin^2(2\Psi)\,\Delta'^2,$$

with angles in radians. To express this through $\rho$, use

$$\rho'=e^{i\Delta}(\Psi'\sec^2\Psi+i\Delta'\tan\Psi),\qquad 1+|\rho|^2=\sec^2\Psi .$$

Then $|\rho'|^2/(1+|\rho|^2)^2=\Psi'^2+\sin^2\Psi\cos^2\Psi\,\Delta'^2$, which is $g/4$. Since $\rho'=(r_p'r_s-r_pr_s')/r_s^2$,

$$g=\frac{4|\rho'|^2}{(1+|\rho|^2)^2}=\frac{4|r_p'r_s-r_pr_s'|^2}{(|r_p|^2+|r_s|^2)^2}.$$

For a computation, label air, film and substrate 0, 1, 2, and let $q_j=\sqrt{n_j^2-\sin^2\theta}$, with $n_j$ complex if needed and the root chosen so that waves decay inward. The interface amplitudes are

$$r_{ij}^{s}=\frac{q_i-q_j}{q_i+q_j},\qquad
r_{ij}^{p}=\frac{n_j^2q_i-n_i^2q_j}{n_j^2q_i+n_i^2q_j}.$$

One round trip in the film contributes $X=e^{-4\pi iq_1d/\lambda}$. For either polarisation $r_{10}=-r_{01}$ and the product of the two transmission amplitudes is $1-r_{01}^2$. Adding all round trips,

$$r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.$$

In the quotient rule the terms $r_{01}r_{12}^2X$ cancel, leaving

$$r'=X'\frac{r_{12}(1-r_{01}^2)}{(1+r_{01}r_{12}X)^2},\qquad X'=-\frac{4\pi iq_1}{\lambda}X .$$

## 7. What an instrument reports

**Depolarisation index.** This is defined by $P_D^2=(\sum_{ij}M_{ij}^2-M_{00}^2)/(3M_{00}^2)$. For the averaged matrix the squared elements, divided by $M_{00}^2$, sum to $2+2p^2$. Hence

$$P_D^2=\frac{1+2p^2}{3},\qquad 1-P_D\simeq\tfrac13g\sigma^2 .$$

**Degree of polarisation, DOP.** Let the input be fully polarised, with normalised Stokes components $(s_1,s_2,s_3)$ of unit length. Write $\mathbf P=(-\bar N,\bar C,\bar S)$. Apart from the factor $\langle R\rangle$, the output has intensity $1-\bar Ns_1$ and first component $s_1-\bar N$. Its other two components have squared length $(\bar C^2+\bar S^2)(1-s_1^2)$. Since

$$(1-\bar Ns_1)^2-(s_1-\bar N)^2=(1-s_1^2)(1-\bar N^2),$$

and $\bar N^2+\bar C^2+\bar S^2=p^2$, we obtain

$$1-\mathrm{DOP}^2=\frac{(1-s_1^2)(1-p^2)}{(1-\bar Ns_1)^2}.$$

Pure $p$ or $s$ input has $s_1=\pm1$ and loses no polarisation: one component is absent, so there is no ratio to vary. The variance law applies to the matrix and to inputs containing both components. For linear input at $45^\circ$, $s_1=0$ and $1-\mathrm{DOP}\simeq g\sigma^2/2$. The derivative of the right side with respect to $s_1$ has the sign of $\bar N-s_1$, so the largest loss occurs at $s_1=\bar N$ and equals $(1-p^2)/(1-\bar N^2)$.

## 8. The fitted thickness also moves

Expand numerator and denominator of $\mathbf P$ to second order. The terms in $R''$ cancel:

$$\mathbf P=\mathbf u+\sigma^2\left(\tfrac12\mathbf u''+\frac{R'}R\mathbf u'\right)+\cdots .$$

Differentiating $\mathbf u\cdot\mathbf u'=0$ gives $\mathbf u\cdot\mathbf u''=-g$. The length of $\mathbf P$ therefore falls by $g\sigma^2/2$, in agreement with Section 5.

There is also a shift along the trajectory. Fit a uniform film of thickness $d_0+\delta$ by minimising $|\mathbf P-\mathbf u(d_0+\delta)|^2$, with equal weights for $N,C,S$. At the minimum the residual is perpendicular to $\mathbf u'$. To leading order,

$$\sigma^2\left(\frac{g'}4+\frac{R'}Rg\right)-\delta g=0,
\qquad \delta=\sigma^2\left(\frac{R'}R+\frac{g'}{4g}\right).$$

## 9. Example: an oxide wedge on silicon

Take $\lambda=632.8$ nm, $\theta=70^\circ$ and $d_0=120$ nm. Rough typical indices are 1.46 for thermal oxide and $3.88-0.02i$ for silicon. A linear wedge changes the thickness by $\pm4$ nm over a uniformly lit elliptical footprint.

Rescaling the ellipse to a unit disc turns the deviation into $x=a\xi$, where $a=4$ nm and $\xi$ is a Cartesian coordinate on the disc. The mean squared radius of the disc is $\int_0^1r^2\,2r\,dr=1/2$, so $\langle\xi^2\rangle=1/4$ and $\sigma=a/2=2$ nm. The chord length makes the distribution a semicircle.

At $d_0$ the formulas give $\Psi=56.99^\circ$ and $\Delta=83.98^\circ$, with slopes $1.1105$ and $0.4121$ degrees per nm. In radians,

$$g=(1.503\times10^{-3}+0.043\times10^{-3})\ \mathrm{nm^{-2}}=1.546\times10^{-3}\ \mathrm{nm^{-2}}.$$

Most of the loss here comes from the variation of $\Psi$. The law gives

$$1-p^2=(1.546\times10^{-3})(2)^2=0.00618 .$$

Averaging the full matrix by Gauss–Chebyshev quadrature gives 0.00617. The corresponding losses are $1-P_D=0.00206$ and, for $45^\circ$ input, $1-\mathrm{DOP}=0.00309$. With $\bar N=-0.405$, the largest $1-\mathrm{DOP}^2$ is 0.00737.

For the thickness bias, $R'/R=-0.02153$ and $g'/(4g)=0.01835$ per nm. They nearly cancel, and $\delta=4(-0.00318)=-0.013$ nm. The digits in this section belong to the stated indices. An oxide index of 1.455 or 1.465 changes $g$ to $1.45\times10^{-3}$ or $1.64\times10^{-3}$ nm$^{-2}$, the loss to 0.0058 or 0.0066, and $\delta$ to $-0.012$ or $-0.014$ nm.

Keeping the mean and the semicircular shape fixed while widening the distribution gives:

| $\sigma$ (nm) | $g\sigma^2$ | direct $1-p^2$ |
|---:|---:|---:|
| 2 | 0.0062 | 0.0062 |
| 5 | 0.0386 | 0.0379 |
| 10 | 0.155 | 0.143 |
| 20 | 0.618 | 0.452 |

Relative to the direct value, the law is 8% too high at 10 nm and 37% too high at 20 nm.

The coefficient depends strongly on mean thickness: it is $1.7\times10^{-4}$ nm$^{-2}$ at 80 nm and $4.1\times10^{-3}$ nm$^{-2}$ at 140 nm. The latter is close to half the period $\lambda/(2q_1)=283.2$ nm, where $X=-1$. There $r_s$ would vanish if $q_1^2=q_0q_2$. For these indices the two sides are about 1.25 and 1.29, so $r_s$ is small and $g\simeq4|r_s'/r_p|^2$. A given loss therefore cannot be turned into $\sigma$ without knowing the mean thickness.

## 10. Other spreads and the real measurement

If $\mathbf u$ depends on several parameters $a_i$, its leading difference between two draws is $\sum_i(\partial_i\mathbf u)(a_i-\tilde a_i)$. Repeating Section 5 gives

$$1-p^2\simeq\sum_{ij}(\partial_i\mathbf u\cdot\partial_j\mathbf u)\,\mathrm{cov}(a_i,a_j).$$

Independent spreads add; correlated ones bring cross terms. For chosen Gaussian spreads, averaged one at a time by Gauss–Hermite quadrature with the other parameters fixed, the losses are:

| rms spread | $1-p^2$ |
|---|---:|
| wavelength, 1 nm | $5.6\times10^{-5}$ |
| incidence angle, $0.3^\circ$ | $5.2\times10^{-4}$ |
| film index, 0.001 | $3.2\times10^{-5}$ |
| substrate index, 0.001 | $1.0\times10^{-7}$ |

Their sum is $6.1\times10^{-4}$, about 10% of the wedge loss. Attributing the total to thickness would give

$$\sigma=\sqrt{\frac{0.00617+0.00061}{0.001546}}\ \mathrm{nm}=2.09\ \mathrm{nm}$$

instead of 2.00 nm. The assumption of a single incidence angle is thus the main error among those sized here. The angular average keeps the plane of incidence fixed; a real converging cone also tilts that plane. The wavelength average omits dispersion.

For a beam 1 mm wide, the footprint is $1/\cos70^\circ=2.92$ mm long. With the wedge direction $30^\circ$ from the long axis, the largest deviation is the gradient times $\sqrt{(1.46\cos30^\circ)^2+(0.5\sin30^\circ)^2}$ mm. Setting this to 4 nm requires 3.1 nm/mm. That is far steeper than a typical blanket thermal oxide, whose thickness is nearly uniform over a wafer; it suits a deliberately graded film or a strongly non-uniform edge. At fixed mean thickness and footprint, a gradient 100 times smaller reduces the wedge loss by $10^4$, to about $6\times10^{-7}$, well below the angular contribution above.

The slope is only $3.1\times10^{-6}$ rad, and light moves sideways by about 200 nm in one round trip through the film, over which the thickness changes by $6\times10^{-4}$ nm. Treating each point as a plane film is sound for this wedge. The intensity in silicon falls by a factor $e$ in 2.4 µm for $k=0.02$ (about 3 µm for $k=0.016$), so reflection from the back of a wafer hundreds of micrometres thick is negligible. An interface layer, fine roughness and polariser errors remain outside the model. Uneven illumination changes the weights in the averages and is left out of this example. With a coherent beam the detector aperture also matters: for this uniformly lit 1 mm beam, collecting only the central diffraction lobe (half-angle about 0.8 mrad) shows a loss of about 0.005, and a half-angle of 5 mrad shows 0.0060, against 0.0062 for full collection. All of these must be assessed before a small measured loss is read as thickness variation.
